\section*{Fitting hydrogen 2s with a PAW transformation built from 1s alone}

\section{Problem}

The projector augmented-wave (PAW) method writes a wavefunction with a nuclear cusp as the image of a smoother function under a linear transformation. Take hydrogen with a fixed point nucleus, in Hartree atomic units, and an augmentation sphere of radius $r_c=1$ bohr. The two states needed are
\begin{equation}
\phi(r)=\frac{e^{-r}}{\sqrt{\pi}},\qquad
\psi(r)=\frac{1}{\sqrt{8\pi}}\Bigl(1-\frac r2\Bigr)e^{-r/2},
\end{equation}
that is, 1s and 2s. Build the transformation from the 1s partial wave alone:
\begin{equation}
T=1+|\Delta\rangle\langle p|,\qquad \Delta=\phi-\tilde\phi .
\label{eq:T}
\end{equation}
The smooth partial wave $\tilde\phi$ equals $\phi$ for $r\ge1$. For $r<1$ it is an even polynomial of degree 4 that joins $\phi$ with continuous value, slope and second derivative. The projector is $p=N(1-r^2)^2\tilde\phi$ for $r<1$ and zero outside, with $N$ fixed by $\langle p|\tilde\phi\rangle=1$. All functions are spherically symmetric, so inside the sphere $\langle a|b\rangle=4\pi\int_0^1 a\,b\,r^2\,dr$.

\begin{enumerate}
\item[(a)] Find $\tilde\phi$.
\item[(b)] Is there a function whose image under $T$ is the 2s state without error? If so, is it smooth?
\item[(c)] Let $f$ equal $\psi$ for $r\ge 1$ and be an even polynomial of degree at most 6 for $r<1$, with continuous value, slope and second derivative at $r=1$. Find the $f$ that minimizes $\|\psi-Tf\|$.
\item[(d)] Quantify the residual inside the sphere, and compare it with the best fit from the same class when $T$ is replaced by the identity.
\item[(e)] Does the residual measure the quality of $T$ alone?
\end{enumerate}

\section{Solution}

\subsection*{(a) The smooth partial wave}

Let $a+br^2+cr^4$ have value $v$, slope $s$ and second derivative $q$ at $r=1$:
\begin{equation}
a+b+c=v,\qquad 2b+4c=s,\qquad 2b+12c=q .
\end{equation}
Subtracting the second equation from the third gives $8c=q-s$. The second then gives $b=(s-4c)/2$, and the first gives $a$:
\begin{equation}
c=\frac{q-s}{8},\qquad b=\frac{3s-q}{4},\qquad a=v-b-c .
\label{eq:match}
\end{equation}
For $\phi$, in units of $e^{-1}/\sqrt\pi$, the data are $v=1$, $s=-1$, $q=1$. Hence $c=1/4$, $b=-1$, $a=7/4$, and
\begin{equation}
\tilde\phi(r)=\frac{e^{-1}}{\sqrt\pi}\Bigl(\frac74-r^2+\frac{r^4}{4}\Bigr),\qquad r<1 .
\end{equation}
At the nucleus $\tilde\phi(0)=0.3632$, against $\phi(0)=0.5642$ bohr$^{-3/2}$. Normalizing the projector by quadrature gives $N=11.318$. By construction $T\tilde\phi=\tilde\phi+\Delta\langle p|\tilde\phi\rangle=\phi$.

\subsection*{(b) The exact preimage and its smoothness}

Set $\chi=Tf=f+\Delta\langle p|f\rangle$ and project with $p$. Since $\langle p|\Delta\rangle=\langle p|\phi\rangle-1$,
\begin{equation}
\langle p|\chi\rangle=\langle p|f\rangle\bigl(1+\langle p|\Delta\rangle\bigr)=\langle p|f\rangle\langle p|\phi\rangle .
\end{equation}
If $\langle p|\phi\rangle\neq0$, this can be solved for $\langle p|f\rangle$, and
\begin{equation}
T^{-1}\chi=\chi-\Delta\,\frac{\langle p|\chi\rangle}{\langle p|\phi\rangle}.
\label{eq:inv}
\end{equation}
Here $\langle p|\phi\rangle=1.1090$, so $T$ is invertible. The 2s state therefore has one exact preimage,
\begin{equation}
f_*=\psi-\alpha_*\Delta,\qquad
\alpha_*=\frac{\langle p|\psi\rangle}{\langle p|\phi\rangle}=\frac{0.375398}{1.109017}=0.33850 .
\end{equation}

To test its smoothness at the nucleus, expand both states, using $\psi(0)=\phi(0)/\sqrt8$:
\begin{align}
\phi&=\phi(0)\Bigl(1-r+\frac{r^2}{2}-\frac{r^3}{6}+\dots\Bigr),\\
\psi&=\frac{\phi(0)}{\sqrt8}\Bigl(1-r+\frac{3r^2}{8}-\frac{r^3}{12}+\dots\Bigr).
\end{align}
A spherically symmetric function that is infinitely differentiable in three dimensions has no odd powers of $r$ in its Taylor series. The polynomial $\tilde\phi$ has none, so the odd terms of $\psi-\alpha\Delta$ are those of $\psi-\alpha\phi$:
\begin{equation}
\phi(0)\Bigl[\Bigl(\alpha-\frac1{\sqrt8}\Bigr)r+\frac16\Bigl(\frac{1}{2}\cdot\frac{-1}{\sqrt8}+\alpha\Bigr)r^3+\dots\Bigr].
\label{eq:odd}
\end{equation}
The linear term vanishes for $\alpha=1/\sqrt8=0.35355$, the cubic term for $\alpha=1/(2\sqrt8)=0.17678$. No $\alpha$ removes both. Changing the projector changes only the value of $\alpha_*$, so with this single partial wave no projector makes the preimage smooth. For the projector used here the slope at the nucleus is
\begin{equation}
f_*'(0)=0.56419\,(0.33850-0.35355)=-0.0085\ \text{bohr}^{-5/2},
\end{equation}
about 4\% of the 2s slope, $-0.1995$ bohr$^{-5/2}$. The exact preimage exists, but a small cusp survives in it. It is also only twice continuously differentiable at $r=1$. Just inside the sphere $\Delta'''=(-1-6)\,e^{-1}/\sqrt\pi$, while $\Delta=0$ outside, so the third derivative of $f_*$ jumps there by $7\alpha_* e^{-1}/\sqrt\pi=0.49$ bohr$^{-9/2}$.

\subsection*{(c) The best function in the stated class}

Outside the sphere $\Delta=0$, so $Tf=f=\psi$ there and the whole residual lies inside.

First find the member $f_0$ of degree 4. Write $\psi=u/\sqrt{8\pi}$ with $u=(1-r/2)e^{-r/2}$. Then
\begin{equation}
u'=\Bigl(-1+\frac r4\Bigr)e^{-r/2},\qquad u''=\Bigl(\frac34-\frac r8\Bigr)e^{-r/2}.
\end{equation}
At $r=1$, in units of $e^{-1/2}$, the data are $v=1/2$, $s=-3/4$, $q=5/8$. Equation \eqref{eq:match} gives $c=11/64$, $b=-23/32$ and $a=67/64$:
\begin{equation}
f_0(r)=\frac{e^{-1/2}}{\sqrt{8\pi}}\Bigl(\frac{67}{64}-\frac{23}{32}r^2+\frac{11}{64}r^4\Bigr),\qquad r<1 .
\end{equation}

Any other member differs from $f_0$ by a polynomial of degree at most 3 in $y=r^2$. Its value and first two derivatives vanish at $r=1$. Because $dy/dr=2r\ne0$ there, the same holds for its derivatives in $y$, so $y=1$ is a triple zero. The difference is therefore a multiple of $(1-y)^3$:
\begin{equation}
f=f_0+t\,g,\qquad g=(1-r^2)^3\ \text{for } r<1,\quad g=0\ \text{outside}.
\end{equation}
One parameter is free. With $R_0=\psi-Tf_0$, linearity of $T$ gives the residual $R=R_0-t\,Tg$ and
\begin{equation}
\|R\|^2=\|R_0\|^2-2t\langle Tg|R_0\rangle+t^2\|Tg\|^2 .
\end{equation}
Since $T$ is invertible, $Tg\neq0$. The parabola has a unique minimum, where its derivative in $t$ vanishes:
\begin{equation}
t=\frac{\langle Tg|R_0\rangle}{\|Tg\|^2},\qquad
\|R\|^2_{\min}=\|R_0\|^2-\frac{\langle Tg|R_0\rangle^2}{\|Tg\|^2}.
\label{eq:min}
\end{equation}
The function fitted to $R_0$ is $Tg$, not $g$: a change of $f$ also changes its projection, and with it the admixture of $\Delta$.

The integrals, by quadrature, give
\begin{equation}
t=\frac{9.4529\times10^{-4}}{0.353444}=2.6745\times10^{-3}\ \text{bohr}^{-3/2}.
\end{equation}
Adding $t(1-3r^2+3r^4-r^6)$ to $f_0$ yields, for $r<1$,
\begin{equation}
f(r)=0.12933-0.09498\,r^2+0.02882\,r^4-0.00267\,r^6 ,
\end{equation}
with $r$ in bohr and $f$ in bohr$^{-3/2}$. Its projection is
\begin{equation}
\langle p|f\rangle=0.33506+0.0026745\times1.31252=0.33857,
\end{equation}
close to $\alpha_*$.

\subsection*{(d) The residual inside the sphere}

The degree-4 function leaves $\|R_0\|$ equal to $0.87311\%$ of the 2s norm in the sphere, which is $0.185247$. Thus $\|R_0\|=1.6174\times10^{-3}$, and \eqref{eq:min} gives
\begin{equation}
\|R\|^2_{\min}=2.6160\times10^{-6}-2.5282\times10^{-6}=8.78\times10^{-8},
\end{equation}
so
\begin{equation}
\|R\|_{\min}=2.96\times10^{-4},\qquad
\frac{\|R\|_{\min}}{\|\psi\|_{r<1}}=0.16\% .
\end{equation}
The reference norm matters: only 3.4\% of the 2s probability lies inside the sphere, so relative to the full 2s norm, which is 1, the residual is $0.03\%$.

The error is not uniform:

\begin{center}
\begin{tabular}{cccc}
$r$ (bohr) & $\psi$ & $Tf$ & $\psi-Tf$ \\
0.00 & 0.19947 & 0.19737 & $2.1\times10^{-3}$ \\
0.25 & 0.15403 & 0.15362 & $4.1\times10^{-4}$ \\
0.50 & 0.11651 & 0.11670 & $-1.9\times10^{-4}$ \\
0.75 & 0.08568 & 0.08577 & $-0.9\times10^{-4}$
\end{tabular}
\end{center}

The last three columns are in bohr$^{-3/2}$. At the nucleus the error is 1\% of $\psi(0)$. The weight $r^2$ suppresses only the immediate neighborhood of the nucleus: $r<0.05$ bohr carries 2\% of $\|R\|^2$, whereas $r<0.25$ bohr, with 1.6\% of the sphere's volume, carries about half of it. The density at the nucleus goes as the square of the amplitude, so it is too low by about 2\%: $(0.19737/0.19947)^2=0.979$.

With $T$ replaced by the identity and $t$ optimized afresh, the relative residual is $2.67\%$, larger by a factor of 17. The reason for the gain is visible in the ratio of the two states. With $x=r/2$ and $(1-x)e^x=1-x^2/2-x^3/3-\dots$,
\begin{equation}
\frac{\psi}{\phi}=\frac{1}{\sqrt8}\Bigl(1-\frac r2\Bigr)e^{r/2}
=\frac1{\sqrt8}\Bigl(1-\frac{r^2}{8}-\frac{r^3}{24}-\dots\Bigr).
\end{equation}
There is no linear term, because both states have the same ratio of slope to value at the nucleus, $-1$ bohr$^{-1}$, as the Coulomb cusp condition requires. Near the nucleus 2s is thus a scaled 1s. An even polynomial has zero slope at $r=0$, whereas the image has
\begin{equation}
(Tf)'(0)=\Delta'(0)\langle p|f\rangle=-\phi(0)\langle p|f\rangle=-0.1910\ \text{bohr}^{-5/2},
\end{equation}
which is 96\% of the 2s slope. The ratio of slope to value of $Tf$ is $-0.968$ bohr$^{-1}$, so the cusp condition is nearly, not fully, met.

The residual can also be expressed as an energy. Let $\chi=Tf=\psi-R$ and $E_2=-1/8$ hartree. Since $(H-E_2)\psi=0$ and $H$ is Hermitian on these functions ($R$ and its slope vanish at $r=1$, and $R$ is finite at the nucleus), the terms containing $\psi$ drop out:
\begin{equation}
\frac{\langle\chi|H|\chi\rangle}{\langle\chi|\chi\rangle}-E_2
=\frac{\langle R|H-E_2|R\rangle}{\langle\chi|\chi\rangle}.
\end{equation}
The error is quadratic in $R$. Its value is $2.2\times10^{-6}$ hartree ($0.060$ meV), against $6.7\times10^{-4}$ hartree for the identity. Both are positive, and although 2s is not the ground state the sign is guaranteed here. The 2s node lies at $r=2$, so $\psi>0$ in the sphere and $R=\psi w$ with $w=0$ at $r=1$. Use $\tfrac12|\nabla(\psi w)|^2=\tfrac12\psi^2|\nabla w|^2+\tfrac12\nabla\psi\cdot\nabla(\psi w^2)$ and integrate the last term by parts; together with the terms $(-1/r-E_2)\psi^2w^2$ it gives $\int\psi w^2(H-E_2)\psi\,d^3r=0$. Hence $\langle R|H-E_2|R\rangle=\tfrac12\int_{r<1}\psi^2|\nabla w|^2\,d^3r$, which is positive for any nonzero $R$. The argument needs the sphere to lie inside the node of $\psi$.

\subsection*{(e) What the residual measures}

It measures $T$ and the class of smooth functions together. Allow higher even polynomials, $f=f_0+g\,P(r^2)$ with $P$ any polynomial. The functions $gP$ are dense among square-integrable radial functions in the sphere. Indeed, if $h$ is orthogonal to all of them, then $g\,h\,\sqrt y$ has vanishing moments in $y=r^2$ on $[0,1]$, which forces $h=0$. Hence $f$ can approach $f_*$ in norm. From $\psi=Tf_*$,
\begin{equation}
\|\psi-Tf\|=\|T(f_*-f)\|\le\bigl(1+\|\Delta\|\,\|p\|\bigr)\|f_*-f\| ,
\end{equation}
so the residual can be made as small as desired. It never reaches zero, because that would require $f=f_*$, which by \eqref{eq:odd} is not an even polynomial. Without a limit on the degree there is an infimum, zero, but no best function.

The computed relative residuals are $0.87\%$, $0.16\%$, $0.063\%$, $0.020\%$, $0.0055\%$ and $0.0024\%$ for degrees 4, 6, 8, 12, 20 and 28. The projector matters too: replacing $(1-r^2)^2$ by the more compact $(1-r^2)^4$ changes the degree-6 value from $0.16\%$ to $0.13\%$. A quoted residual therefore needs the smooth class and the projector stated with it.

The numerical check inverts $T$ as a matrix on a radial grid and repeats the degree-6 fit from unconstrained polynomial coefficients with the matching imposed as linear equations; both agree with the formulas above.

\section*{Computed results}
\begin{verbatim}
Sphere radius r_c = 1 bohr; functions in bohr^-3/2
1s value at nucleus: 0.564190 bohr^-3/2
2s value at nucleus: 0.199471 bohr^-3/2
smooth 1s partner at nucleus: 0.363219 bohr^-3/2
smooth 1s partner, coefficients of r^0, r^2, r^4 (a.u.): 0.363219 -0.207554 0.051888
f0, coefficients of r^0, r^2, r^4 (a.u.): 0.126657 -0.086958 0.020794
projector prefactor N in p = N(1-r^2)^2 phi_s: 11.318010
<p|1s> = 1.109017
<p|2s> = 0.375398
exact preimage amplitude alpha* = 0.338496
1/sqrt(8) = 0.353553; half of it = 0.176777
exact preimage slope at nucleus: -0.008495 bohr^-5/2
<p|f0> = 0.335063
<p|g> = 1.312522 bohr^3/2
<Tg|R0> = 9.452880e-04 bohr^3/2
<Tg|Tg> = 0.353444 bohr^3
best parameter t = 2.674509e-03 bohr^-3/2
best f, coefficients of r^0, r^2, r^4, r^6 (a.u.): 0.129331 -0.094982 0.028818 -0.002675
<p|f> for best f = 0.338573
2s probability inside sphere = 0.034316
2s norm inside sphere = 0.185247
residual norm, best f = 2.9636e-04
relative residual, best f = 0.1600 percent
residual norm, T = identity = 4.9447e-03
relative, T = identity = 2.6692 percent
ratio identity / PAW residual = 16.68
relative, compact projector (1-r^2)^4 = 0.1261 percent
r = 0.00 bohr: 2s 0.199471, f 0.129331, Tf 0.197374, residual 2.097e-03 bohr^-3/2
r = 0.25 bohr: 2s 0.154029, f 0.123507, Tf 0.153620, residual 4.087e-04 bohr^-3/2
r = 0.50 bohr: 2s 0.116511, f 0.107345, Tf 0.116698, residual -1.867e-04 bohr^-3/2
r = 0.75 bohr: 2s 0.085684, f 0.084546, Tf 0.085770, residual -8.640e-05 bohr^-3/2
slope at nucleus: Tf -0.191019, 2s -0.199471 bohr^-5/2
slope/value of Tf at nucleus = -0.967803 bohr^-1
energy error of Tf = 2.2019e-06 hartree = 5.9918e-02 meV
energy error, T = identity = 6.6944e-04 hartree
free parameters  0, degree  4: relative residual 0.87311 percent
free parameters  1, degree  6: relative residual 0.15998 percent
free parameters  2, degree  8: relative residual 0.06278 percent
free parameters  4, degree 12: relative residual 0.02002 percent
free parameters  8, degree 20: relative residual 0.00549 percent
free parameters 12, degree 28: relative residual 0.00242 percent
\end{verbatim}
